# Line tension and the contact angle of a sessile cap: a program that tests the result

```python
"""
Result under test: a sessile spherical cap of fixed volume V, with energy
    F = gamma*A - gamma*cos(theta_Y)*pi*a^2 + 2*pi*a*tau,
is stationary when cos(theta) = cos(theta_Y) - tau/(gamma*a), and is a local
minimum when tau/(gamma*a) < sin(theta)^2*(2 + cos(theta)).
gamma: liquid surface tension; tau: line tension; A: liquid-vapour area;
a: contact-line radius; theta: contact angle; theta_Y: Young's angle;
R: sphere radius; delta: Tolman length in gamma*(1 - 2*delta/R).
Energies are in eV and lengths in nm. Areas and volumes of caps are found by
quadrature, and equilibrium by numerical minimisation of the energy.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants as const
from scipy.optimize import brentq, minimize, minimize_scalar

pi = np.pi
gamma = 4.4                      # eV/nm^2
tau = 0.6                        # eV/nm
young = np.radians(120.0)
volume = 400.0                   # nm^3
temperature = 600.0              # K
atom_volume = 0.02               # nm^3, rough
tolman = 0.05                    # nm, assumed size
tau_slope = 0.6                  # eV/nm per radian, assumed size
pinning = np.radians(5.0)        # assumed half-width of hysteresis
density = 6000.0                 # kg/m^3, rough
young_modulus = 70e9             # Pa, rough, oxide substrate

nodes, weights = legendre.leggauss(40)


def cap_geometry(theta, vol):
    """Sphere radius, contact radius and cap area, by quadrature."""
    theta = np.asarray(theta, dtype=float)
    polar = 0.5 * theta[..., None] * (nodes + 1.0)
    unit_area = pi * theta * (np.sin(polar) @ weights)
    unit_volume = 0.5 * pi * theta * (np.sin(polar)**3 @ weights)
    radius = (vol / unit_volume)**(1.0 / 3.0)
    return radius, radius * np.sin(theta), unit_area * radius**2


def energy(theta, vol, angle_y=young, line=tau, slope=0.0, delta=0.0):
    radius, a, area = cap_geometry(theta, vol)
    line_now = line + slope * (theta - angle_y)
    return (gamma * (1 - 2 * delta / radius) * area
            - gamma * np.cos(angle_y) * pi * a**2 + 2 * pi * a * line_now)


def stationary_angle(vol, sign=1, **options):
    """Angle of the local minimum (sign=1) or maximum (sign=-1), or None."""
    grid = np.linspace(0.02, pi - 0.002, 4000)
    values = sign * energy(grid, vol, **options)
    inside = values[1:-1]
    found = np.where((inside < values[:-2]) & (inside < values[2:]))[0]
    if len(found) == 0:
        return None
    i = found[0] + 1
    fit = minimize_scalar(lambda q: float(sign * energy(q, vol, **options)),
                          bounds=(grid[i - 1], grid[i + 1]),
                          method="bounded", options={"xatol": 1e-11})
    return float(fit.x)


def contact_radius(theta, vol):
    return float(cap_geometry(theta, vol)[1])


def angle_at_radius(a, vol):
    return brentq(lambda q: contact_radius(q, vol) - a, 0.02, pi - 1e-5,
                  xtol=1e-14, rtol=1e-14)


def volume_formula(a, theta):
    t = np.tan(theta / 2)
    return pi * a**3 * (3 * t + t**3) / 6


def radius_formula(theta, vol):
    return (vol / volume_formula(1.0, theta))**(1.0 / 3.0)


def curvature_formula(a, theta):
    return 2 * pi * (gamma * np.sin(theta)**2 * (2 + np.cos(theta)) - tau / a)


def curvature_numeric(a, vol):
    step = 3e-3 * a
    e = [float(energy(angle_at_radius(a + k * step, vol), vol))
         for k in (-1, 0, 1)]
    return (e[0] - 2 * e[1] + e[2]) / step**2


# Geometry: volume, area, and derivatives at fixed volume.
for degrees in (30, 75, 120, 155):
    q = np.radians(degrees)
    radius, a, area = [float(x) for x in cap_geometry(q, volume)]
    assert abs(volume_formula(a, q) / volume - 1) < 1e-10
    assert abs(pi * a**2 * (1 + np.tan(q / 2)**2) / area - 1) < 1e-10
    dq = 1e-4
    r2, a2, area2 = [float(x) for x in cap_geometry(q + dq, volume)]
    r1, a1, area1 = [float(x) for x in cap_geometry(q - dq, volume)]
    dh = r2 * (1 - np.cos(q + dq)) - r1 * (1 - np.cos(q - dq))
    da = a2 - a1
    assert abs((area2 - area1) / da / (2 * pi * a) - np.cos(q)) < 1e-6
    assert abs(a * 2 * dq / da + np.sin(q) * (2 + np.cos(q))) < 1e-6
    assert abs(dh / da + np.sin(q)) < 1e-6

# Modified Young equation for several angles and both signs of line tension.
worst = 0.0
for degrees in (40, 90, 120, 140):
    for line in (-0.6, 0.6):
        q_y = np.radians(degrees)
        q = stationary_angle(volume, angle_y=q_y, line=line)
        assert q is not None
        a = contact_radius(q, volume)
        error = abs(np.cos(q) - np.cos(q_y) + line / (gamma * a))
        worst = max(worst, error)
        assert (q - q_y) * line > 0
assert worst < 2e-6

# The example droplet.
theta = stationary_angle(volume)
radius, a, area = [float(x) for x in cap_geometry(theta, volume)]
f_min = float(energy(theta, volume))
shift = np.cos(theta) - np.cos(young)
curvature = curvature_formula(a, theta)
assert abs(curvature_numeric(a, volume) / curvature - 1) < 1e-3

# Free axisymmetric profile: r(polar angle) from the centre of the base.
phi_nodes, phi_weights = legendre.leggauss(60)
phi = pi / 4 * (phi_nodes + 1)
phi_weights = phi_weights * pi / 4
x_map = 2 * (2 * phi / pi)**2 - 1
dx_dphi = 8 / pi * (2 * phi / pi)
length = volume**(1.0 / 3.0)


def free_profile(coefficients):
    """Energy/gamma, contact radius and cosine of angle, at unit volume."""
    series = np.concatenate(([0.0], coefficients))
    r = np.exp(legendre.legval(x_map, series))
    slope_log = legendre.legval(x_map, legendre.legder(series)) * dx_dphi
    vol = 2 * pi / 3 * np.sum(phi_weights * r**3 * np.sin(phi))
    scale = vol**(-1.0 / 3.0)
    surface = 2 * pi * scale**2 * np.sum(
        phi_weights * r**2 * np.sin(phi) * np.sqrt(1 + slope_log**2))
    edge = scale * np.exp(legendre.legval(1.0, series))
    edge_slope = legendre.legval(1.0, legendre.legder(series)) * 8 / pi
    total = (surface - np.cos(young) * pi * edge**2
             + 2 * pi * edge * tau / (gamma * length))
    return total, edge, edge_slope / np.hypot(1.0, edge_slope)


free_fit = minimize(lambda c: free_profile(c)[0], np.zeros(9), method="BFGS",
                    jac="3-point", options={"gtol": 1e-7, "maxiter": 500})
free_total, free_edge, free_cos = free_profile(free_fit.x)
free_a = free_edge * length
assert abs(free_cos - np.cos(young) + tau / (gamma * free_a)) < 2e-4
assert abs(free_a / a - 1) < 2e-4
assert abs(free_total * gamma * length**2 / f_min - 1) < 1e-6

# Iteration of the implicit equation, and its error-reduction factor.
angles = [young]
for _ in range(8):
    a_now = radius_formula(angles[-1], volume)
    angles.append(np.arccos(np.cos(young) - tau / (gamma * a_now)))
assert abs(angles[-1] - theta) < 2e-6
factor = tau / (gamma * a * np.sin(theta)**2 * (2 + np.cos(theta)))
cosines = np.cos(angles)
measured_factor = (cosines[2] - cosines[-1]) / (cosines[1] - cosines[-1])
assert abs(measured_factor / factor - 1) < 0.05

# Size series and slope of cos(theta) against 1/a.
series_rows = []
for vol in (50.0, 400.0, 3000.0, 30000.0):
    q = stationary_angle(vol)
    series_rows.append((vol, contact_radius(q, vol), q))
inverse_a = np.array([1 / row[1] for row in series_rows])
cos_rows = np.cos([row[2] for row in series_rows])
fit_slope, fit_intercept = np.polyfit(inverse_a, cos_rows, 1)
assert abs(fit_slope + tau / gamma) < 1e-5
assert abs(fit_intercept - np.cos(young)) < 1e-5

# Barrier to detachment: also stationary, but a maximum.
theta_b = stationary_angle(volume, sign=-1)
a_b = contact_radius(theta_b, volume)
f_b = float(energy(theta_b, volume))
assert abs(np.cos(theta_b) - np.cos(young) + tau / (gamma * a_b)) < 1e-5
curvature_b = curvature_formula(a_b, theta_b)
assert curvature_b < 0 < curvature
assert abs(curvature_numeric(a_b, volume) / curvature_b - 1) < 5e-3


def sphere_energy(vol):
    return gamma * 4 * pi * (3 * vol / (4 * pi))**(2.0 / 3.0)


def branch(q):
    """Contact radius and volume of the stationary cap with angle q."""
    a_q = tau / (gamma * (np.cos(young) - np.cos(q)))
    return a_q, volume_formula(a_q, q)


# Smallest volume with an attached minimum.
cos_fold = brentq(lambda c: np.cos(young) - c - (1 - c**2) * (2 + c),
                  -1 + 1e-9, np.cos(young))
theta_fold = np.arccos(cos_fold)
a_fold, v_fold = branch(theta_fold)
assert stationary_angle(1.02 * v_fold) is not None
assert stationary_angle(0.98 * v_fold) is None

# Volume at which attached cap and detached sphere have equal energy.


def energy_gap(q):
    v_q = branch(q)[1]
    return float(energy(q, v_q)) - sphere_energy(v_q)


theta_equal = brentq(energy_gap, young + 1e-3, theta_fold)
a_equal, v_equal = branch(theta_equal)
assert v_equal > v_fold
for ratio, sign in ((1.05, -1), (0.95, 1)):
    v_try = ratio * v_equal
    q = stationary_angle(v_try)
    assert q is not None
    assert sign * (float(energy(q, v_try)) - sphere_energy(v_try)) > 0

# Curvature-dependent surface tension acts as an added line tension.
theta_t = stationary_angle(volume, delta=tolman)
a_t = contact_radius(theta_t, volume)
line_t = 2 * gamma * tolman * np.sin(theta_t)
assert abs(np.cos(theta_t) - np.cos(young)
           + (tau + line_t) / (gamma * a_t)) < 2e-6

# Angle-dependent line tension.
theta_s = stationary_angle(volume, slope=tau_slope)
a_s = contact_radius(theta_s, volume)
line_s = (tau + tau_slope * (theta_s - young)
          - tau_slope * np.sin(theta_s) * (2 + np.cos(theta_s)))
assert abs(np.cos(theta_s) - np.cos(young) + line_s / (gamma * a_s)) < 2e-6

# Thermal spread of the angle: harmonic formula against a Boltzmann average.
kt = const.k * temperature / const.e
spread = (np.sin(theta) * (2 + np.cos(theta)) / a) * np.sqrt(kt / curvature)
q_grid = np.linspace(theta - 0.1, theta + 0.1, 4001)
a_grid = cap_geometry(q_grid, volume)[1]
prob = np.exp(-(energy(q_grid, volume) - f_min) / kt)
prob = prob * np.abs(np.gradient(a_grid, q_grid))
prob = prob / prob.sum()
mean_q = np.sum(prob * q_grid)
spread_direct = np.sqrt(np.sum(prob * (q_grid - mean_q)**2))
assert abs(spread_direct / spread - 1) < 0.03

gamma_si = gamma * const.e / 1e-18
tau_si = tau * const.e / 1e-9
bond = density * const.g * (a * 1e-9)**2 / gamma_si
elastic_length = gamma_si / young_modulus * 1e9
pin_shift = np.cos(theta - pinning) - np.cos(theta)
deg = np.degrees

print(f"surface tension: {gamma:.2f} eV/nm^2 = {gamma_si:.3f} N/m")
print(f"line tension: {tau:.2f} eV/nm = {tau_si:.2e} J/m")
print(f"line tension / surface tension: {tau / gamma:.4f} nm")
print(f"Young angle: {deg(young):.1f} deg, cosine {np.cos(young):.4f}")
print(f"volume: {volume:.0f} nm^3, about {volume / atom_volume:.0f} atoms")
print(f"equilibrium angle: {deg(theta):.3f} deg, cosine {np.cos(theta):.5f}")
print(f"contact radius: {a:.4f} nm; sphere radius: {radius:.4f} nm")
print(f"shift of cosine, from minimisation: {shift:.5f}")
print(f"shift of cosine, -tau/(gamma a): {-tau / (gamma * a):.5f}")
print(f"shift of angle: {deg(theta - young):.3f} deg")
print(f"largest error of the law over 8 cases: {worst:.1e}")
print(f"free profile: a = {free_a:.4f} nm, cosine {free_cos:.5f}")
for i in range(4):
    print(f"iteration {i}: angle {deg(angles[i]):.4f} deg, "
          f"a = {radius_formula(angles[i], volume):.4f} nm")
print(f"error factor per iteration: {factor:.4f}")
for vol, a_row, q in series_rows:
    print(f"V = {vol:.0f} nm^3: a = {a_row:.3f} nm, "
          f"angle {deg(q):.3f} deg, cosine {np.cos(q):.5f}")
print(f"slope of cosine against 1/a: {fit_slope:.5f} nm")
print(f"intercept of that line: {fit_intercept:.5f}")
print(f"d2F/da2 at minimum: {curvature:.2f} eV/nm^2")
print(f"barrier: a = {a_b:.4f} nm, angle {deg(theta_b):.2f} deg")
print(f"d2F/da2 at barrier: {curvature_b:.2f} eV/nm^2")
print(f"energy of attached cap: {f_min:.2f} eV")
print(f"energy of detached sphere: {sphere_energy(volume):.2f} eV")
print(f"barrier above attached cap: {f_b - f_min:.2f} eV")
print(f"barrier above sphere: {f_b - sphere_energy(volume):.3f} eV")
print(f"smallest attached minimum: V = {v_fold:.3f} nm^3, "
      f"a = {a_fold:.3f} nm")
print(f"  its angle {deg(theta_fold):.2f} deg, "
      f"about {v_fold / atom_volume:.0f} atoms")
print(f"equal energy with sphere: V = {v_equal:.3f} nm^3, "
      f"a = {a_equal:.3f} nm")
print(f"  its angle {deg(theta_equal):.2f} deg, "
      f"about {v_equal / atom_volume:.0f} atoms")
print(f"Tolman length assumed: {tolman:.3f} nm")
print(f"  added apparent line tension: {line_t:.3f} eV/nm")
print(f"  angle with it: {deg(theta_t):.3f} deg")
print(f"dtau/dtheta assumed: {tau_slope:.2f} eV/nm per rad")
print(f"  resulting apparent line tension: {line_s:.3f} eV/nm")
print(f"  angle with it: {deg(theta_s):.3f} deg")
print(f"temperature: {temperature:.0f} K, kT = {kt:.4f} eV")
print(f"thermal spread of angle (rms): {deg(spread):.3f} deg")
print(f"pinning of {deg(pinning):.1f} deg changes cosine by {pin_shift:.4f}")
print(f"substrate modulus assumed: {young_modulus / 1e9:.0f} GPa")
print(f"elastic length gamma/E: {elastic_length:.4f} nm")
print(f"gravity, Bond number at {density:.0f} kg/m^3: {bond:.1e}")
print("all tests passed")
```

Output:

```
surface tension: 4.40 eV/nm^2 = 0.705 N/m
line tension: 0.60 eV/nm = 9.61e-11 J/m
line tension / surface tension: 0.1364 nm
Young angle: 120.0 deg, cosine -0.5000
volume: 400 nm^3, about 20000 atoms
equilibrium angle: 122.247 deg, cosine -0.53357
contact radius: 4.0616 nm; sphere radius: 4.8024 nm
shift of cosine, from minimisation: -0.03357
shift of cosine, -tau/(gamma a): -0.03357
shift of angle: 2.247 deg
largest error of the law over 8 cases: 4.4e-08
free profile: a = 4.0616 nm, cosine -0.53357
iteration 0: angle 120.0000 deg, a = 4.1891 nm
iteration 1: angle 122.1781 deg, a = 4.0656 nm
iteration 2: angle 122.2450 deg, a = 4.0617 nm
iteration 3: angle 122.2472 deg, a = 4.0616 nm
error factor per iteration: 0.0320
V = 50 nm^3: a = 1.959 nm, angle 124.722 deg, cosine -0.56959
V = 400 nm^3: a = 4.062 nm, angle 122.247 deg, cosine -0.53357
V = 3000 nm^3: a = 8.076 nm, angle 121.124 deg, cosine -0.51689
V = 30000 nm^3: a = 17.543 nm, angle 120.516 deg, cosine -0.50777
slope of cosine against 1/a: -0.13636 nm
intercept of that line: -0.50000
d2F/da2 at minimum: 28.07 eV/nm^2
barrier: a = 0.2737 nm, angle 176.57 deg
d2F/da2 at barrier: -13.67 eV/nm^2
energy of attached cap: 1107.12 eV
energy of detached sphere: 1155.16 eV
barrier above attached cap: 48.56 eV
barrier above sphere: 0.515 eV
smallest attached minimum: V = 1.661 nm^3, a = 0.401 nm
  its angle 147.19 deg, about 83 atoms
equal energy with sphere: V = 4.837 nm^3, a = 0.798 nm
  its angle 132.14 deg, about 242 atoms
Tolman length assumed: 0.050 nm
  added apparent line tension: 0.366 eV/nm
  angle with it: 123.725 deg
dtau/dtheta assumed: 0.60 eV/nm per rad
  resulting apparent line tension: -0.198 eV/nm
  angle with it: 119.299 deg
temperature: 600 K, kT = 0.0517 eV
thermal spread of angle (rms): 0.751 deg
pinning of 5.0 deg changes cosine by 0.0757
substrate modulus assumed: 70 GPa
elastic length gamma/E: 0.0101 nm
gravity, Bond number at 6000 kg/m^3: 1.4e-12
all tests passed
```
